# Friedel-adjusted Yukawa screening for the friction on slow ions

## A weak charge first

Let a small positive charge $Z$ rest in a uniform, unpolarized electron gas with Fermi wave number $k_F$. In Hartree atomic units ($\hbar=m_e=e=1$), take the potential energy of an electron to be

$$V(r)=-\frac{Z}{r}e^{-r/L}.$$

How long should $L$ be? The gas must gather $Z$ electrons around the charge, and for weak scattering the count can be done by hand.

The radial wave obeys $u''=[l(l+1)/r^2+2V-k^2]u$. Let $u_a,u_b$ be regular solutions for potentials $V_a,V_b$, normalized to $\sin(kr-l\pi/2+\delta)$ at large $r$. Multiplying each equation by the other solution and subtracting gives

$$(u_au_b'-u_bu_a')'=2(V_b-V_a)u_au_b .$$

Both solutions vanish at the origin. At large $r$ the bracket on the left is $-k\sin(\delta_b-\delta_a)$. Integration therefore yields

$$\sin(\delta_b-\delta_a)=-\frac2k\int_0^\infty (V_b-V_a)u_au_b\,dr. \tag{1}$$

With $V_a=0$, $u_a=kr\,j_l(kr)$ and a weak $V_b=V$, the first-order phase is

$$\delta_l=-2k\int_0^\infty V j_l^2(kr)\,r^2dr .$$

The angular average of $|e^{i\mathbf k\cdot\mathbf r}|^2=1$ is $\sum_l(2l+1)j_l^2=1$. The Friedel count, derived below, is then

$$\frac2\pi\sum_l(2l+1)\delta_l=\frac{4k_F}{\pi}Z\int_0^\infty re^{-r/L}dr=\frac{4k_F}{\pi}ZL^2 .$$

Setting it equal to $Z$ gives $L_{TF}=\sqrt{\pi/(4k_F)}$.

This is the Thomas-Fermi length. Linearizing the local density $[2(E_F-V)]^{3/2}/(3\pi^2)$ gives $\delta n=-k_FV/\pi^2$. Away from the ion, Poisson's equation reads $\nabla^2V=-4\pi\delta n=(4k_F/\pi)V$, whose decay length is $L_{TF}$. Thomas-Fermi screening thus satisfies the Friedel rule to first order in $Z$. For a strong ion the rule must be imposed on the full phase shifts.

## The rule and its single root

Enclose the ion in a large sphere of radius $R$ with a hard wall. Outside the potential, $u$ is proportional to $M_l\sin(\theta_l+\delta_l)$, where the free phase $\theta_l$ and modulus $M_l$ are defined by

$$J_l=kr\,j_l=M_l\sin\theta_l,\qquad C_l=-kr\,y_l=M_l\cos\theta_l .$$

A level occurs when $\theta_l(kR)+\delta_l(k)=n\pi$. Each higher level has one more node, so the number of levels below $k_F$, bound ones included, is the integer part of $(\theta_l+\delta_l)/\pi$. Without the ion it is the integer part of $\theta_l/\pi$. Averaged over the wall position, the difference is $\delta_l/\pi$.

Two spins and $2l+1$ orientations give the displaced charge

$$N(L)=\frac2\pi\sum_l(2l+1)\delta_l(k_F),\qquad N(L)=Z. \tag{2}$$

The second equation expresses neutrality. The phases are absolute: they vanish at infinite energy and reach $\pi$ times the number of bound levels at zero energy, apart from the special case of an s level exactly at threshold. Bound levels are taken as filled, as in the ground state.

The root is unique for $Z>0$. Apply (1) to two neighbouring lengths. Since $\partial V/\partial L=-(Z/L^2)e^{-r/L}$,

$$\frac{d\delta_l}{dL}=\frac{2Z}{kL^2}\int_0^\infty u_l^2e^{-r/L}dr>0. \tag{3}$$

Thus $N$ increases with $L$. At small $ZL$ the weak-scattering result applies and $N\to0$.

For large $L$, cut the potential off at $r$ and then add a thin slice. For $l=0$ the wave beyond the cut is $\sin(kr+\delta_0)$, so (1) gives

$$\frac{d\delta_0}{dr}=\frac{2Z}{kr}e^{-r/L}\sin^2(kr+\delta_0).$$

Far out, but still inside $L$, the squared sine averages to one half. For $L\gg Z/k^2$ the phase then grows as $(Z/k)\ln L$. The other phases are non-negative, so $N$ has no upper limit and crosses $Z$ once.

## From phases to friction

The scattering amplitude is $f=k^{-1}\sum_l(2l+1)t_lP_l$, with $t_l=e^{i\delta_l}\sin\delta_l$. The loss of forward momentum is measured by

$$\sigma_{tr}=\int|f|^2(1-\cos\vartheta)\,d\Omega .$$

Orthogonality turns the first term into $(4\pi/k^2)\sum_l(2l+1)|t_l|^2$. In the cosine term, $\int_{-1}^1\mu P_lP_{l+1}d\mu=2(l+1)/[(2l+1)(2l+3)]$ couples adjacent waves. Since $\sum_l(2l+1)|t_l|^2=\sum_l(l+1)(|t_l|^2+|t_{l+1}|^2)$, the two terms combine into

$$\sigma_{tr}=\frac{4\pi}{k^2}\sum_l(l+1)|t_l-t_{l+1}|^2 .$$

Writing $t_l=(e^{2i\delta_l}-1)/(2i)$ shows that $|t_l-t_{l+1}|^2=\sin^2(\delta_l-\delta_{l+1})$.

Now let the ion move at velocity $\mathbf v$, with its potential unchanged. In its frame an electron has velocity $\mathbf u=\mathbf k-\mathbf v$ and scatters elastically. The net rate between two states contains $f_u(1-f_{u'})-f_{u'}(1-f_u)=f_u-f_{u'}$, so the Pauli factors cancel. The force on the ion is

$$\mathbf F=\frac{1}{4\pi^3}\int_{|\mathbf u+\mathbf v|<k_F}u\,\mathbf u\,\sigma_{tr}(u)\,d^3u .$$

For $v<k_F$, complete shells with $u<k_F-v$ cancel by symmetry. On the remaining shells, the cosine $\mu$ between $\mathbf u$ and $\mathbf v$ runs from $-1$ to $\mu_0=(k_F^2-u^2-v^2)/(2uv)$, and $\int_{-1}^{\mu_0}\mu\,d\mu=-(1-\mu_0^2)/2$. The opposing force is

$$F=\frac1{4\pi^2}\int_{k_F-v}^{k_F+v}u^4\sigma_{tr}(u)(1-\mu_0^2)\,du. \tag{4}$$

For small $v$, put $u=k_F+s$. Then $\mu_0\simeq-s/v$, and $\int_{-v}^{v}(1-s^2/v^2)ds=4v/3$. With $n=k_F^3/(3\pi^2)$,

$$F=Qv,\qquad Q=nk_F\sigma_{tr}=\frac{4k_F^2}{3\pi}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{5}$$

The force is also the energy lost per unit path.

## Numerical scheme

A logarithmic grid resolves the nucleus without wasting points outside. Put $r=e^x$ and $u=\sqrt r\,y$. Then $u'=r^{-1/2}(y_x+y/2)$ and $u''=r^{-3/2}(y_{xx}-y/4)$. The radial equation becomes

$$y_{xx}=gy,\qquad g=(l+\tfrac12)^2+2r^2V-k^2r^2 .$$

For grid step $h$, Taylor expansion gives

$$y_{i+1}-2y_i+y_{i-1}=h^2y_i''+\frac{h^4}{12}y_i''''+O(h^6).$$

Replace $h^2y''''$ by the second difference of $gy$, and define $w=(1-h^2g/12)y$. The result is Numerov's recurrence

$$w_{i+1}=\left(2+\frac{h^2g_i}{1-h^2g_i/12}\right)w_i-w_{i-1}.$$

Near the origin, substituting $u=r^{l+1}(1+cr)$ gives $2(l+1)c=-2Z$. Hence $y\propto r^{l+1/2}[1-Zr/(l+1)]$ supplies the first two values.

At two outer radii, fit $u=aJ_l+bC_l$:

$$a=\frac{u_1C_2-u_2C_1}{J_1C_2-J_2C_1},\qquad b=\frac{J_1u_2-J_2u_1}{J_1C_2-J_2C_1}.$$

Because $a\propto\cos\delta_l$ and $b\propto\sin\delta_l$, the pair $(u,\,aC_l-bJ_l)$ is proportional to the sine and cosine of $\theta_l+\delta_l$. If $u$ has $n$ nodes inside the outer radius, the total phase is

$$\Phi_l=n\pi+\left[\operatorname{atan2}(u,aC_l-bJ_l)\bmod\pi\right].$$

The node count fixes the branch: as the attraction is turned on, a node enters through the outer radius whenever $\Phi_l$ rises through a multiple of $\pi$. Running the same recurrence with $V=0$ gives $\theta_l$, and subtraction gives $\delta_l$. It also removes most of the discretization phase accumulated outside the ion.

```text
function phases(k, Z, L):
    for each l from 0 to lmax:
        integrate y outward by Numerov
        count nodes and fit the outer wave
        delta[l] = total phase - free total phase
    return delta

function displaced(L):
    d = phases(kF, Z, L)
    return (2/pi) * sum((2*l+1)*d[l])

bracket L with displaced(low) < Z < displaced(high)
L_F = bracketed_root(displaced(L) - Z)
for L in {L_F, sqrt(pi/(4*kF))}:
    d = phases(kF, Z, L);  d[lmax+1] = 0
    Q = (4*kF^2/(3*pi))
        * sum((l+1)*sin(d[l]-d[l+1])^2)
```

One trial length costs $O(N_rN_l)$ operations for $N_r$ radii and $N_l$ partial waves. The free phases are computed once for each $k$. Storage is $O(N_l)$ if nodes are counted during the integration, or $O(N_rN_l)$ if the waves are kept for (3). The example uses 5001 radii from $10^{-4}$ to 18 bohr and $l=0$ to 16.

## Stability and failure modes

Outward integration is stable in the centrifugal region because the wanted solution grows there and the unwanted one decays. The step must keep $h^2|g|/12$ small, including at the outer edge, where $|g|$ approaches $k^2r^2$ for the low waves. The outer radius must lie beyond the potential. It need not pass the turning point of the highest wave, because the fit to $J_l$ and $C_l$ holds wherever $V$ is negligible. In the example, 10 bohr gives the same $N$ and $Q$ as 18 bohr to the digits quoted below, although the $l=16$ turning point lies at 13.9 bohr. The determinant in the fit is $M_1M_2\sin(\theta_1-\theta_2)$, so the two radii must not be separated by a multiple of $\pi$ in free phase.

Phases reduced to $(-\pi/2,\pi/2)$ spoil the root search. Removing $\pi$ from one partial wave changes (2) by $2(2l+1)$ electrons. The friction formula cannot reveal this error, because its squared sines have period $\pi$.

At low density a resonance near $k_F$ can make $N(L)$ steep. For $Z=7$ and $k_F=0.48$ bohr$^{-1}$ the slope exceeds 55 electrons per bohr near $L=0.6$ and $1.4$ bohr, and is 6 to 19 at $L=0.8$, $1.0$ and $1.2$ bohr. At the density of the example below only a mild hump remains: the slope reaches 26 electrons per bohr near $L=0.52$ bohr and dips to 18 near $0.68$ bohr. Bracketing still works, since $N$ remains continuous and increasing. Newton's method can use the slope from (3), but should be kept inside the bracket.

## Nitrogen in tungsten

Take a 10 keV nitrogen ion of mass 14.0 u in tungsten. The body-centred cubic lattice constant is set to a rough 0.316 nm, with six valence electrons per atom spread uniformly. The atomic density is $2/(0.316\text{ nm})^3=63.38$ nm$^{-3}$. The electron density is $n=0.05635$ bohr$^{-3}$, so $k_F=(3\pi^2n)^{1/3}=1.186$ bohr$^{-1}$. The ion speed is $v=\sqrt{2E/M}=0.1697$ a.u., or $0.143$ of the Fermi speed.

The Friedel root is $L_F=0.575$ bohr, or 0.0304 nm. The Thomas-Fermi length is $0.814$ bohr, or 0.0431 nm. At the latter, the full phases displace 11.67 electrons instead of 7: the screening cloud has 4.67 electrons too many.

The phases in radians are:

| $l$ | at $L_F$ | at $L_{TF}$ |
|---|---:|---:|
| 0 | 4.312 | 5.060 |
| 1 | 1.912 | 3.009 |
| 2 | 0.139 | 0.562 |
| 3 | 0.026 | 0.125 |
| 4 | 0.006 | 0.037 |

At $L_F$, the s, p and d waves contribute 2.745, 3.652 and 0.444 electrons. Diagonalizing the finite-difference radial Hamiltonian in a 60 bohr box with a 0.01 bohr step gives two bound s levels and no bound p or d level. The two s levels hold four electrons, so the occupied s continuum must contribute $2.745-4=-1.255$ electrons. Reducing the s and p phases to the principal branch would remove $2+6$ electrons and turn the sum of 7 into $-1$.

The first three terms of the friction sum at $L_F$ are $0.456$, $1.920$ and $0.039$. With the small higher terms the sum is $2.416$, and

$$Q_F=\frac{4(1.186)^2}{3\pi}(2.416)=1.443\ \text{a.u.}$$

At $L_{TF}$ the corresponding terms are $0.786$, $0.820$ and $0.536$, and $Q_{TF}=1.300$ a.u. The longer potential gives less friction despite displacing more charge. The reason is visible in the p-d term: its phase difference moves from 1.773, near $\pi/2$, to 2.447. The loss there exceeds the gain in the other terms.

One atomic unit of force is 514.2 eV/nm. The Friedel choice gives

$$S_e=1.443\times0.1697\times514.2=126\ \text{eV/nm},$$

and the Thomas-Fermi choice gives 113 eV/nm, which is 10% lower. Dividing the Friedel value by the atomic density gives a stopping cross-section of 19.9 eV/($10^{15}$ atoms/cm$^2$).

## How far the Thomas-Fermi choice can be trusted

At the same electron density, other ion charges give:

| $Z$ | $L_F$ (bohr) | $Q_F$ (a.u.) | $Q_{TF}$ (a.u.) |
|---|---:|---:|---:|
| 1 | 0.741 | 0.234 | 0.261 |
| 3 | 0.683 | 0.743 | 0.980 |
| 5 | 0.638 | 1.154 | 1.782 |
| 7 | 0.575 | 1.443 | 1.300 |
| 9 | 0.542 | 0.728 | 1.472 |

The Thomas-Fermi friction is 12% too high relative to the Friedel value at $Z=1$, 10% too low at $Z=7$, and about twice as large at $Z=9$. The modest difference for nitrogen is therefore no measure of the general gap between the two lengths. These gaps are not errors against an exact result, because the Friedel-fitted Yukawa form is itself a model. A self-consistent local-density calculation at this density gives $Q$ of about 0.30, 1.46 and 1.0 a.u. for $Z=1$, 7 and 9. The Friedel value is thus close for nitrogen, but too low by about 20% at $Z=1$, where the Thomas-Fermi value happens to lie nearer, and by nearly 30% at $Z=9$.

The length itself has a simple weak-charge correction. Near $L_{TF}$, write $N/Z=(4k_F/\pi)L^2+Zb$, where $b$ comes from second-order scattering. Setting this to one gives $L_F/L_{TF}-1\simeq-Zb/2$. The numerical root at $Z=0.01$ gives $-8.62\times10^{-4}$, or $-0.086$ per unit charge. Extrapolation predicts $-8.6\%$ at $Z=1$, against the full result of $-8.9\%$. At $Z=7$ it predicts $-60\%$, against $-29\%$, so the linear correction is no longer useful. The agreement of the two lengths at weak charge does not make the Yukawa friction exact there. As $Z\to0$, $Q/Z^2$ is 0.162 a.u. for the Thomas-Fermi Yukawa potential, 0.185 a.u. with Lindhard linear screening, and 0.25 a.u. when the local-density exchange-correlation kernel is added.

First-order scattering is a separate approximation. Its amplitude is $f=2Z/(q^2+L^{-2})$, with $q^2=2k^2(1-\cos\vartheta)$. Put $t=q^2L^2$ and $A=4k^2L^2$:

$$\sigma_{tr}^{(1)}=\frac{2\pi Z^2}{k^4}\int_0^A\frac{t\,dt}{(1+t)^2}
=\frac{2\pi Z^2}{k^4}\left[\ln(1+A)-\frac{A}{1+A}\right].$$

For nitrogen at $L_{TF}$ this gives $Q=7.95$ a.u., about six times the phase-shift value at the same length. Here, using first-order scattering does far more harm than choosing the Thomas-Fermi length.

## Neglected effects and the real metal

Keeping the potential fixed but integrating (4) at the actual speed changes the Friedel stopping from 125.9 to 125.7 eV/nm. This does not include the distortion of the screening cloud by motion. At 300 K, $k_BT/E_F=0.0014$, so thermal broadening of the Fermi surface is small.

The Friedel rule fixes one number, not the potential's shape. Replacing the Yukawa form by $-(Z/r)(1+r/2L)e^{-r/L}$ and refitting $L$ gives 118 eV/nm, a change of $-6\%$. Other refitted shapes move it further: the factor $(1+r/L)e^{-r/L}$ or $e^{-r^2/L^2}$ gives about 108 eV/nm, a change of $-14\%$. The shape therefore matters about as much as the choice between the two Yukawa lengths for nitrogen. The Friedel rule cannot choose between the shapes. A self-consistent local-density calculation, itself an approximation within the same uniform-gas model, supplies a reference: its s, p and d phases are 4.27, 1.84 and 0.16, near the Friedel-fitted Yukawa values, and its $Q\approx1.464$ a.u. corresponds to about 128 eV/nm.

Real tungsten also violates the uniform-density assumption: its d electrons are unevenly distributed, and an ion's path determines which densities it meets. Halving the model density, with $L$ refitted and the ion speed fixed, gives 67 eV/nm. Raising the density by half gives 179 eV/nm. These are sensitivity estimates, not bounds for tungsten. Core excitation and the real band structure are also absent, so 126 eV/nm is a model value, not a measured stopping power.

Nuclear collisions must be added to follow an implanted ion. They were estimated by classical scattering from $V_n=(Z_1Z_2/r)\phi(r/a)$, with $Z_1=7$, $Z_2=74$, $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ bohr and the universal screening function

$$\begin{aligned}\phi(x)={}&0.1818e^{-3.2x}+0.5099e^{-0.9423x}\\&+0.2802e^{-0.4028x}+0.02817e^{-0.2016x}.\end{aligned}$$

For a host mass of 183.8 u, integrating the recoil energy over impact parameter gives 154 eV/nm. Electronic friction is then about 45% of the combined 280 eV/nm. At this energy the two losses are of similar size, so a range calculation needs both. Which is larger is not settled by the model: raising the electron density by about a quarter makes the electronic part overtake the nuclear one.
